# The most active recombination level when capture lifetimes are unequal: test program

```python
"""Most active trap level in Shockley-Read-Hall recombination.
Result under test: at fixed carrier densities n, p and fixed capture lifetimes
tau_n (electrons), tau_p (holes), the net rate is largest at
    E_t - E_i = (kT/2) ln(tau_n/tau_p).
E_t: trap level, E_i: intrinsic level (zero of trap energies here).
Rates are built from capture, detailed balance and steady occupation, and the
best level is found by numerical search. Units: eV, cm, s unless stated.
Example: germanium p-i-n photodiode, rough typical material values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar

Q = sc.e
T = 300.0
KT = sc.k * T / Q
GAP, NC, NV, EPS_R = 0.66, 1.0e19, 5.0e18, 16.0      # rough germanium values
EPS = EPS_R * sc.epsilon_0                            # F/m
TAU_N, TAU_P, N_TRAP = 1e-5, 1e-7, 1e13
WIDTH, BIAS, CONTACT, BACKGROUND = 2e-4, 1.0, 1e18, 1e14
NI = np.sqrt(NC * NV) * np.exp(-GAP / (2 * KT))


def kinetics(level, n, p, tau_n=TAU_N, tau_p=TAU_P, g_full=1.0, g_empty=1.0,
             hole_boost=1.0):
    """Net capture rate, filled fraction and emission rates in steady state."""
    c_n, c_p = 1 / (tau_n * N_TRAP), 1 / (tau_p * N_TRAP)
    fermi = 0.03                       # any equilibrium state fixes emission
    full_to_empty = g_full / g_empty * np.exp((fermi - level) / KT)
    e_n = c_n * NI * np.exp(fermi / KT) / full_to_empty
    e_p = c_p * NI * np.exp(-fermi / KT) * full_to_empty * hole_boost
    total = c_n * n + e_n + c_p * p + e_p
    full, empty = (c_n * n + e_p) / total, (c_p * p + e_n) / total
    return N_TRAP * (c_n * n * empty - e_n * full), full, e_n, e_p


def best_level(rate):
    found = minimize_scalar(lambda e: -np.log(abs(rate(e))),
                            bounds=(-0.25, 0.25), method="bounded",
                            options={"xatol": 1e-10})
    return found.x


shift = 0.5 * KT * np.log(TAU_N / TAU_P)

# Closed rate expression against the kinetics.
for level in (-0.12, 0.0, 0.07):
    for n, p in ((0, 0), (1e13, 1e16), (1e15, 1e15), (1e16, 1e13)):
        n1, p1 = NI * np.exp(level / KT), NI * np.exp(-level / KT)
        closed = (n * p - NI**2) / (TAU_P * (n + n1) + TAU_N * (p + p1))
        assert np.isclose(kinetics(level, n, p)[0], closed, rtol=1e-9)

# The best level, for several densities and lifetime ratios.
worst = 0.0
for tn, tp in ((TAU_N, TAU_P), (TAU_P, TAU_N), (1e-6, 1e-6), (3e-6, 1e-6)):
    for n, p in ((0, 0), (1e13, 1e16), (1e15, 1e15), (1e16, 1e13)):
        found = best_level(lambda e: kinetics(e, n, p, tn, tp)[0])
        worst = max(worst, abs(found - 0.5 * KT * np.log(tn / tp)))
assert worst < 1e-5

# Fixed generation: the same level gives the smallest excess density.
P0, GENERATION = 1e14, 1e19


def excess(level):
    return brentq(lambda d: kinetics(level, NI**2 / P0 + d, P0 + d)[0]
                  - GENERATION, 1e8, 1e18, xtol=1.0, rtol=1e-14)


least_excess_level = best_level(lambda e: 1 / excess(e))
assert abs(least_excess_level - shift) < 1e-4

# Depleted layer: equal emission, half filling, gain, peak width, mirror level.
u_best, fill_best, en_best, ep_best = kinetics(shift, 0, 0)
u_mid, fill_mid, en_mid, ep_mid = kinetics(0.0, 0, 0)
assert np.isclose(en_best, ep_best) and np.isclose(fill_best, 0.5)
local_gain = u_best / u_mid
assert np.isclose(local_gain, np.cosh(shift / KT))
assert np.isclose(kinetics(2 * shift, 0, 0)[0], u_mid)


def half_height(e):
    return kinetics(e, 0, 0)[0] / u_best - 0.5


peak_width = brentq(half_height, shift, 0.3) - brentq(half_height, -0.3, shift)
assert np.isclose(peak_width, 2 * np.arccosh(2) * KT)

# Doped material: the choice of level hardly matters.
n_d, p_d = 1e13, 1e16
doped_gain = kinetics(shift, n_d, p_d)[0] / kinetics(0.0, n_d, p_d)[0]
common = TAU_P * n_d + TAU_N * p_d
assert np.isclose(doped_gain, (common + (TAU_N + TAU_P) * NI)
                  / (common + 2 * NI * np.sqrt(TAU_N * TAU_P)), rtol=1e-9)
assert doped_gain - 1 < 0.01 < local_gain - 1

# Intrinsic level from n = p, measured from midgap.
ei_mid = brentq(lambda e: np.log(NC / NV) + 2 * e / KT, -0.2, 0.2)
n_at_ei = NC * np.exp(-(GAP / 2 - ei_mid) / KT)
p_at_ei = NV * np.exp(-(GAP / 2 + ei_mid) / KT)
assert np.isclose(n_at_ei, p_at_ei) and np.isclose(n_at_ei, NI)
assert np.isclose(ei_mid, 0.5 * KT * np.log(NV / NC))
depth = GAP / 2 - ei_mid - shift

# Generation current of the whole layer, with carrier tails of both contacts.
V_BI = KT * np.log(CONTACT**2 / NI**2)
position = np.linspace(0, WIDTH, 8001)
rise = (V_BI + BIAS) * position / WIDTH
holes = CONTACT * np.exp(-rise / KT)
electrons = NI**2 * np.exp(-BIAS / KT) / CONTACT * np.exp(rise / KT)
assert np.isclose(electrons[-1], CONTACT)


def layer_generation(level):
    return -trapezoid(kinetics(level, electrons, holes)[0], position)


assert abs(best_level(layer_generation) - shift) < 1e-5
active = {}
for name, level, u in (("best", shift, u_best), ("mid", 0.0, u_mid)):
    active[name] = layer_generation(level) / -u
    d_ratio = (TAU_P * np.exp(level / KT) + TAU_N * np.exp(-level / KT)) \
        / np.sqrt(TAU_N * TAU_P)
    formula = WIDTH * (BIAS + 2 * KT * np.log(d_ratio)) / (BIAS + V_BI)
    assert np.isclose(active[name], formula, rtol=1e-3)
j_best, j_mid = Q * layer_generation(shift), Q * layer_generation(0.0)

# Neglected: Coulomb barrier lowering for hole emission.
field = (BIAS + V_BI) / WIDTH * 100                   # V/m
lowering = np.sqrt(Q * field / (np.pi * EPS))
top = minimize_scalar(lambda r: Q / (4 * np.pi * EPS * r * 1e-9)
                      + field * r * 1e-9, bounds=(0.1, 500), method="bounded")
assert np.isclose(top.fun, lowering, rtol=1e-6)
boost = np.exp(lowering / KT)
pf_level = best_level(lambda e: kinetics(e, 0, 0, hole_boost=boost)[0])
assert abs(pf_level - shift - 0.5 * lowering) < 1e-5
pf_gain = kinetics(pf_level, 0, 0, hole_boost=boost)[0] / u_best
assert np.isclose(pf_gain, np.sqrt(boost))

# Neglected: tunnelling through a triangular barrier, lightest carrier mass.
MASS = 0.04 * sc.m_e


def tunnel_exponent(height):
    return 4 / 3 * np.sqrt(2 * MASS) * (height * Q)**1.5 / (Q * sc.hbar * field)


length = GAP / field
action = quad(lambda s: 2 * np.sqrt(2 * MASS * Q * GAP * (1 - s)) / sc.hbar
              * length, 0, 1)[0]
assert np.isclose(action, tunnel_exponent(GAP), rtol=1e-6)
tunnel_boost = 1 + quad(lambda z: np.exp(z - tunnel_exponent(z * KT)),
                        0, depth / KT)[0]
tunnel_shift = 0.5 * KT * np.log(tunnel_boost)

# Neglected: spin degeneracy of the empty (neutral) trap.
spin_level = best_level(lambda e: kinetics(e, 0, 0, g_empty=2.0)[0])
assert abs(spin_level - shift + KT * np.log(2)) < 1e-5

# Neglected: lifetimes that grow with the energy to be given off.
SLOPE = 0.1                                          # per kT of level depth
varying_level = best_level(lambda e: kinetics(
    e, 0, 0, TAU_N * np.exp(-SLOPE * e / KT),
    TAU_P * np.exp(SLOPE * e / KT))[0])
assert abs(varying_level - shift / (1 + SLOPE)) < 1e-5


# Neglected: Fermi statistics in the p contact.
def fermi_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda s: 2 * s * s / (1 + np.exp(s * s - eta)), 0, 8)[0]


eta = brentq(lambda h: fermi_half(h) - CONTACT / NV, -6, 2)
contact_error = KT * (eta - np.log(CONTACT / NV))

# Neglected: other currents, charge, drifting carriers, hotter operation.
DIFFUSIVITY, CONTACT_DEPTH, NARROWING = 50.0, 1e-3, 0.03
SURFACE_SPEED, DIAMETER, DRIFT_SPEED, FREE_PATH = 1e3, 0.1, 6e6, 5e-8
j_diff = 2 * Q * NI**2 * np.exp(NARROWING / KT) * DIFFUSIVITY \
    / (CONTACT * CONTACT_DEPTH)
j_surf = Q * NI * SURFACE_SPEED / 2 * 4 * WIDTH / DIAMETER
total_gain = (j_best + j_diff + j_surf) / (j_mid + j_diff + j_surf)
drifting = (j_best + j_diff + j_surf) / (Q * DRIFT_SPEED)
assert drifting < 1e-3 * NI
charge_field = Q * 1e6 * WIDTH * 1e-2 / EPS           # V/m per cm^-3
assert BACKGROUND * charge_field / 2 < field          # layer stays depleted
HOT = 340.0
kt_hot = sc.k * HOT / Q
gap_hot = GAP - 4e-4 * (HOT - T)
ni_hot = np.sqrt(NC * NV) * (HOT / T)**1.5 * np.exp(-gap_hot / (2 * kt_hot))

print(f"temperature {T:.0f} K, kT = {KT*1e3:.2f} meV")
print(f"rough Ge: gap {GAP} eV, Nc {NC:.1e}, Nv {NV:.1e} cm^-3, eps_r {EPS_R:.0f}")
print(f"intrinsic density = {NI:.3e} cm^-3")
print(f"tau_n = {TAU_N*1e6:.1f} us, tau_p = {TAU_P*1e6:.1f} us, traps {N_TRAP:.0e} cm^-3")
print(f"best level above E_i = {shift*1e3:.2f} meV = {shift/KT:.3f} kT")
print(f"largest search-formula difference = {worst*1e3:.1e} meV")
print(f"least-excess level, fixed generation = {least_excess_level*1e3:.2f} meV")
print(f"  there p0 = {P0:.0e} cm^-3, generation = {GENERATION:.0e} cm^-3 s^-1")
print(f"E_i from midgap = {ei_mid*1e3:.2f} meV")
print(f"best level from midgap = {(ei_mid+shift)*1e3:.2f} meV")
print(f"best level below conduction band = {depth:.4f} eV")
print(f"trap at E_i: e_n = {en_mid:.3e}, e_p = {ep_mid:.3e} s^-1, filled {fill_mid:.4f}")
print(f"best trap: e_n = {en_best:.3e}, e_p = {ep_best:.3e} s^-1, filled {fill_best:.4f}")
print(f"depleted generation: E_i {-u_mid:.3e}, best {-u_best:.3e} cm^-3 s^-1")
print(f"local gain best/E_i = {local_gain:.3f}")
print(f"peak full width at half height = {peak_width*1e3:.2f} meV")
print(f"level as active as E_i = {2*shift*1e3:.2f} meV above E_i")
print(f"doped case n = {n_d:.0e}, p = {p_d:.0e} cm^-3: gain - 1 = {(doped_gain-1)*100:.3f} %")
print(f"layer {WIDTH*1e4:.1f} um, reverse bias {BIAS:.1f} V, contacts {CONTACT:.0e} cm^-3")
print(f"built-in voltage = {V_BI:.3f} V, mean field = {field*1e-5:.2f} kV/cm")
print(f"active width: best {active['best']*1e4:.3f} um, E_i {active['mid']*1e4:.3f} um")
print(f"generation current: best {j_best*1e6:.1f}, E_i {j_mid*1e6:.1f} uA/cm2")
print(f"gain in generation current = {j_best/j_mid:.3f}")
print("neglected effects:")
print(f"Poole-Frenkel lowering = {lowering*1e3:.2f} meV, hole emission x {boost:.3f}")
print(f"  moves optimum by {(pf_level-shift)*1e3:+.2f} meV, peak rate x {pf_gain:.3f}")
print(f"trap tunnelling (mass {MASS/sc.m_e:.2f} m_e): emission x {tunnel_boost:.3f}")
print(f"  one carrier only: optimum moves {tunnel_shift*1e3:.2f} meV at most")
print(f"band-to-band tunnelling exponent = {action:.0f}")
print(f"energy gained in {FREE_PATH*1e9:.0f} nm free path = {field*FREE_PATH*1e3:.1f} meV")
print(f"spin factor 2 of empty trap: optimum moves {(spin_level-shift)*1e3:+.2f} meV")
print(f"lifetimes varying {SLOPE} per kT: optimum at {varying_level*1e3:.2f} meV")
print(f"Fermi statistics in p contact: {contact_error*1e3:.2f} meV")
print(f"field change: background {BACKGROUND:.0e} cm^-3 {BACKGROUND*charge_field*1e-5:.2f} kV/cm")
print(f"field change: all traps charged {N_TRAP*charge_field*1e-5:.3f} kV/cm")
print(f"drifting carriers at {DRIFT_SPEED:.0e} cm/s = {drifting:.2e} cm^-3")
print(f"contact: D {DIFFUSIVITY:.0f} cm2/s, depth {CONTACT_DEPTH*1e4:.0f} um, gap narrowing {NARROWING*1e3:.0f} meV")
print(f"diffusion current = {j_diff*1e6:.1f} uA/cm2")
print(f"surface: speed {SURFACE_SPEED:.0f} cm/s, diode diameter {DIAMETER*10:.0f} mm")
print(f"surface current = {j_surf*1e6:.1f} uA/cm2")
print(f"gain in total dark current = {total_gain:.2f}")
print(f"at {HOT:.0f} K: shift {shift*HOT/T*1e3:.2f} meV, n_i x {ni_hot/NI:.2f}")
print("done: every assertion held")
```

Output:

```
temperature 300 K, kT = 25.85 meV
rough Ge: gap 0.66 eV, Nc 1.0e+19, Nv 5.0e+18 cm^-3, eps_r 16
intrinsic density = 2.022e+13 cm^-3
tau_n = 10.0 us, tau_p = 0.1 us, traps 1e+13 cm^-3
best level above E_i = 59.53 meV = 2.303 kT
largest search-formula difference = 4.3e-05 meV
least-excess level, fixed generation = 59.53 meV
  there p0 = 1e+14 cm^-3, generation = 1e+19 cm^-3 s^-1
E_i from midgap = -8.96 meV
best level from midgap = 50.57 meV
best level below conduction band = 0.2794 eV
trap at E_i: e_n = 2.022e+05, e_p = 2.022e+07 s^-1, filled 0.9901
best trap: e_n = 2.022e+06, e_p = 2.022e+06 s^-1, filled 0.5000
depleted generation: E_i 2.002e+18, best 1.011e+19 cm^-3 s^-1
local gain best/E_i = 5.050
peak full width at half height = 68.09 meV
level as active as E_i = 119.05 meV above E_i
doped case n = 1e+13, p = 1e+16 cm^-3: gain - 1 = 0.164 %
layer 2.0 um, reverse bias 1.0 V, contacts 1e+18 cm^-3
built-in voltage = 0.559 V, mean field = 7.79 kV/cm
active width: best 1.329 um, E_i 1.436 um
generation current: best 215.2, E_i 46.1 uA/cm2
gain in generation current = 4.673
neglected effects:
Poole-Frenkel lowering = 16.75 meV, hole emission x 1.912
  moves optimum by +8.38 meV, peak rate x 1.383
trap tunnelling (mass 0.04 m_e): emission x 1.290
  one carrier only: optimum moves 3.29 meV at most
band-to-band tunnelling exponent = 940
energy gained in 50 nm free path = 39.0 meV
spin factor 2 of empty trap: optimum moves -17.92 meV
lifetimes varying 0.1 per kT: optimum at 54.11 meV
Fermi statistics in p contact: 1.82 meV
field change: background 1e+14 cm^-3 2.26 kV/cm
field change: all traps charged 0.226 kV/cm
drifting carriers at 6e+06 cm/s = 2.59e+08 cm^-3
contact: D 50 cm2/s, depth 10 um, gap narrowing 30 meV
diffusion current = 20.9 uA/cm2
surface: speed 1000 cm/s, diode diameter 1 mm
surface current = 13.0 uA/cm2
gain in total dark current = 3.12
at 340 K: shift 67.46 meV, n_i x 7.12
done: every assertion held
```
